\section*{The de Almeida-Thouless line of an infinite-range Ising dipolar glass}

In a model dipolar glass that freezes at 200 K in zero field, a field of 0.05 kV/cm lowers the freezing temperature by 8.19 K. A field twenty times larger, 1 kV/cm, lowers it by 54.27 K, which is less than seven times as much. The weaker field is also surprisingly effective: its energy on one dipole is about 1\% of the thermal energy at freezing, yet the temperature moves by 4\%. Both facts reflect a depression that starts as the power $2/3$ of the field and then grows more slowly still.

The model has $N$ dipoles, each pointing up or down along one axis, $s_i=\pm1$, with moment $p$ in a uniform field $E$:
\begin{equation}
H=-\sum_{i<j}J_{ij}s_is_j-h\sum_i s_i,\qquad h=pE .
\end{equation}
Every pair interacts. The couplings are quenched, independent Gaussian variables of mean zero and variance $J^2/N$, a scaling that keeps the energy per dipole finite as $N\to\infty$. Write $\beta=1/kT$, $t=kT/J$ and $K=(\beta J)^2=1/t^2$. Freezing means here the temperature $T_f$ at which the state described by a single overlap parameter becomes unstable on cooling.

The free energy requires the disorder average of $\ln Z$, obtained from $\overline{Z^n}$ for $n$ copies (replicas) of the system as $n\to0$. It is assumed, as usual in this method, that formulas found at integer $n$ may be continued to $n=0$ and that $N\to\infty$ may be taken first. Averaging each Gaussian coupling gives the exponent
\begin{equation}
\frac{K}{2N}\sum_{i<j}\Big(\sum_a s_i^as_j^a\Big)^2
=\frac{NnK}{4}+\frac{K}{2N}\sum_{a<b}\Big(\sum_i s_i^as_i^b\Big)^2-\frac{Kn^2}{4}.
\end{equation}
To see this, extend the pair sum to all $i,j$, halve it and remove the terms $i=j$, each equal to $n^2$; then separate equal from unequal replica indices. The last term does not grow with $N$ and is dropped. Each remaining square is linearized by
\begin{equation}
e^{KX^2/2N}=\sqrt{\frac{NK}{2\pi}}\int dq\,e^{-NKq^2/2+KqX},
\end{equation}
with $X=\sum_i s_i^as_i^b$. The sites then decouple, and the integrand is $e^{-N\Phi}$ with
\begin{equation}
\Phi=\frac K2\sum_{a<b}q_{ab}^2-\ln\sum_{\{S_a=\pm1\}}\exp\Big(K\sum_{a<b}q_{ab}S_aS_b+\beta h\sum_aS_a\Big).
\end{equation}
Stationarity requires $q_{ab}=\langle S_aS_b\rangle$ in the single-site weight.

The symmetric state has $q_{ab}=q$ for every pair. Since $\sum_{a<b}S_aS_b=\frac12[(\sum_aS_a)^2-n]$, one more Gaussian variable $z$, with normalized measure $Dz$, linearizes the square. The replicas become independent spins in a common field:
\begin{equation}
\langle S_aS_b\rangle=\frac{\int Dz\,\cosh^n x\,\tanh^2x}{\int Dz\,\cosh^nx},\qquad
x=\frac{\sqrt q\,z+h/J}{t}.
\end{equation}
At $n\to0$ the weights $\cosh^nx$ become unity, so
\begin{equation}
q=\int Dz\,\tanh^2x,\qquad r\equiv\langle S_aS_bS_cS_d\rangle=\int Dz\,\tanh^4x .
\end{equation}
Thus $q$ is the mean squared local polarization. In a field it is nonzero at every temperature, so its appearance cannot mark the freezing.

Stability is decided by the second derivatives of $\Phi$. Divided by $K$, they take three values, according to whether the two replica pairs coincide, share one index or share none:
\begin{equation}
P=1-K(1-q^2),\quad Q=-K(q-q^2),\quad R=-K(r-q^2).
\end{equation}
Let this matrix $M$ act on a deviation $\eta_{ab}=\eta_{ba}$, with $\rho_a=\sum_{b\ne a}\eta_{ab}$ and $\sigma=\sum_{a<b}\eta_{ab}$. The pairs sharing one index with $ab$ contribute $\rho_a+\rho_b-2\eta_{ab}$, and the disjoint pairs contribute $\sigma-\rho_a-\rho_b+\eta_{ab}$. Hence
\begin{equation}
(M\eta)_{ab}=(P-2Q+R)\eta_{ab}+(Q-R)(\rho_a+\rho_b)+R\sigma .
\end{equation}
Deviations with all $\rho_a=0$ are eigenvectors. They form the replicon family, with eigenvalue
\begin{equation}
\lambda=P-2Q+R=1-K(1-2q+r)=1-K\int Dz\,\operatorname{sech}^4x ,
\end{equation}
because $(1-\tanh^2x)^2=\operatorname{sech}^4x$. For $\eta_{ab}=\epsilon_a+\epsilon_b$ with $\sum_a\epsilon_a=0$, one has $\sigma=0$ and $\rho_a=(n-2)\epsilon_a$, so the eigenvalue is $\lambda+(n-2)(Q-R)$. The uniform deviation has eigenvalue $\lambda+2(n-1)(Q-R)+n(n-1)R/2$. These families have dimensions $n(n-3)/2$, $n-1$ and 1, which exhaust the $n(n-1)/2$ pairs. At $n\to0$ the last two eigenvalues merge into
\begin{equation}
\lambda_L=\lambda-2(Q-R)=\lambda+2K(q-r)>\lambda,
\end{equation}
since $\tanh^4x<\tanh^2x$. The replicon therefore vanishes first. A test differentiated the explicit replica sum numerically for $n=4$ and 5, at $K=1.2$, $\beta h=0.3$ and all $q_{ab}=0.25$. This point is not stationary, so the $q$ in $P$, $Q$ and $R$ must there be read as the average $\langle S_aS_b\rangle$, computed like $r$ with the weight $\cosh^nx$. The eigenvalues then agree with these formulas to $1.3\times10^{-6}$.

The replicon has a direct physical meaning. With the overlap $Q_{ab}=N^{-1}\sum_is_i^as_i^b$, expanding the square in the glass susceptibility gives
\begin{equation}
\begin{aligned}
\chi_{SG}&=\frac1N\sum_{ij}\overline{\big(\langle s_is_j\rangle-\langle s_i\rangle\langle s_j\rangle\big)^2}\\
&=N\big(\langle Q_{12}^2\rangle-2\langle Q_{12}Q_{13}\rangle+\langle Q_{12}Q_{34}\rangle\big).
\end{aligned}
\end{equation}
This is $N$ times the replicon eigenvalue of the overlap covariance. The integration variable $q_{ab}$ has the corresponding covariance $1/(NK\lambda)$. At fixed spins, however, it is Gaussian about $Q_{ab}$ with variance $1/(NK)$, and this added noise must be subtracted. With $A=\int Dz\,\operatorname{sech}^4x$ and $\lambda=1-KA$,
\begin{equation}
\chi_{SG}=\frac1K\Big(\frac1\lambda-1\Big)=\frac{A}{1-KA}.
\end{equation}
A sum of squares cannot be negative, so the symmetric state requires $\lambda>0$. Its boundary is the de Almeida-Thouless line,
\begin{equation}
t^2=\int Dz\,\operatorname{sech}^4x=1-2q+r ,
\label{AT}
\end{equation}
where the correlations, random in sign, diverge in mean square. A Monte Carlo test on the original Hamiltonian used 256 dipoles and twelve coupling sets (six random sets and their negatives) at $t=1$, $h/J=0.5$. It gave $\chi_{SG}=1.262$ against 1.239 from the formula, and $q=0.284$ against 0.303. The 6\% difference in $q$ lies within the allowance of 0.03 made for finite size and sampling; the run does not separate these two causes.

At $h=0$ the line ends at $t=1$, where $q=0$; thus $kT_f(0)=J$. Near this end put $u=Kq$ and $b=(\beta h)^2$, so that $x$ is Gaussian with mean $\sqrt b$ and variance $u$. First the order of $b$ must be found. The $q$ equation, divided by $u$, reads $t^2=1+b/u-2u+\dots$, while \eqref{AT} reads $t^2=1-2u+\dots$. In their difference the linear terms in $u$ cancel. Every other term containing $b$ is $b/u$ times something small, and the terms free of $b$ start at $u^2$. Hence $b/u$ is of order $u^2$, and $b$ of order $u^3$.

The required series are
\begin{equation}
\begin{aligned}
\tanh^2x&=x^2-\tfrac23x^4+\tfrac{17}{45}x^6-\tfrac{62}{315}x^8+\dots,\\
\tanh^4x&=x^4-\tfrac43x^6+\dots,
\end{aligned}
\end{equation}
and the moments are $\langle x^2\rangle=u+b$, $\langle x^4\rangle=3u^2+6ub+b^2$, $\langle x^6\rangle=15u^3+\dots$, $\langle x^8\rangle=105u^4+\dots$. Therefore
\begin{equation}
\begin{aligned}
q&=u+b-2u^2-4ub+\tfrac{17}{3}u^3-\tfrac{62}{3}u^4+O(u^5),\\
r&=3u^2-20u^3+O(u^4).
\end{aligned}
\end{equation}
Since $q=t^2u$, division of the first line by $u$ gives
\begin{equation}
t^2=1+\frac bu-2u-4b+\tfrac{17}{3}u^2-\tfrac{62}{3}u^3+O(u^4).
\end{equation}
Insertion of both lines in $t^2=1-2q+r$ gives
\begin{equation}
t^2=1-2u-2b+7u^2-\tfrac{94}{3}u^3+O(u^4),
\end{equation}
where $7=4+3$ and $\frac{94}{3}=\frac{34}{3}+20$. Subtracting the two,
\begin{equation}
\begin{aligned}
\frac bu(1-2u)&=\tfrac43u^2-\tfrac{32}{3}u^3,\\
b&=\tfrac43u^3(1-8u)(1+2u)=\tfrac43u^3(1-6u),
\end{aligned}
\end{equation}
up to relative order $u^2$. The square root of $t^2=1-2u+7u^2$ is $t=1-u+\frac72u^2-\frac12u^2=1-u+3u^2$. The relative depression $\tau=1-T_f(E)/T_f(0)=1-t$ is thus $u-3u^2$, and inversion gives $u=\tau+3\tau^2$. Finally $(h/J)^2=bt^2$, so
\begin{equation}
\begin{aligned}
\Big(\frac hJ\Big)^2&=\tfrac43u^3(1-6u)(1-2u)=\tfrac43u^3(1-8u)\\
&=\tfrac43\tau^3(1+9\tau-8\tau)=\tfrac43\tau^3(1+\tau).
\end{aligned}
\end{equation}
Taking the cube root, with $a$ the leading depression,
\begin{equation}
\tau=a-\frac{a^2}{3}+O(a^3),\qquad a=\Big(\frac34\Big)^{1/3}\Big(\frac hJ\Big)^{2/3}.
\label{law}
\end{equation}

The exponent expresses a competition. If \eqref{AT} is not imposed, the same expansions give, in the symmetric state near $t=1$,
\begin{equation}
\lambda\simeq\frac bu-\frac43u^2,\qquad b\simeq\frac{h^2}{J^2}.
\end{equation}
Near the line $u\simeq\tau$. Cooling by $\tau$ destabilizes the state as $\tau^2$, while the field stabilizes it as $h^2/\tau$; equality gives $h^2\propto\tau^3$. The destabilization is weak because the term linear in $u$ has cancelled, which is why a small field moves the transition so far.

Numerical solution of the two integral equations tests the expansion. Between $h/J=10^{-5}$ and $2\times10^{-5}$ the exponent is 0.66655. At $h/J=10^{-4}$ the ratio $\tau/(h/J)^{2/3}$ is 0.90796, against the limit 0.90856, and the coefficient of $a^2$ is $-0.3349$, against $-1/3$.

In strong fields the line follows another law. For $h\gg J$ freezing occurs at very small $t$, where $q\to1$ and $\operatorname{sech}^4x$ selects the few dipoles whose random internal field cancels the applied one, $z\simeq-h/J$. With $dz=t\,dx$ and $\int\operatorname{sech}^4x\,dx=4/3$, equation \eqref{AT} becomes
\begin{equation}
t\simeq\frac{4}{3\sqrt{2\pi}}\,e^{-h^2/2J^2}.
\end{equation}
The freezing temperature falls rapidly but reaches zero at no finite field, because the Gaussian supplies some nearly compensated dipoles however strong the field.

For the example, take polar regions of 3 nm edge and polarization 20 $\mu$C/cm$^2$, with $T_f(0)=200$ K, so that $J=17.23$ meV. The moment is $p=0.20\times(3\times10^{-9})^3=5.40\times10^{-27}$ C m. At 0.5 kV/cm, $pE=2.70\times10^{-22}$ J and $h/J=0.0978$. The leading term gives a depression of 38.57 K, both terms of \eqref{law} give 36.09 K, and the full line gives 35.73 K, or $T_f=164.27$ K. Relative to the full line, the leading law is 8\% too large here, and 13\% too large at 1 kV/cm. The stability condition can be checked by hand: $q=0.2060$ and $r=0.0866$ give $1-2q+r=0.6746$, which is $(164.27/200)^2$. The other eigenvalue is still 0.354 there.

By \eqref{law} the local exponent $d\ln\tau/d\ln h$ is $\frac23(1-a/3)$ to this order. It therefore falls below $2/3$ as the field grows: the computed value is 0.653 between 0.05 and 0.1 kV/cm and 0.603 between 0.5 and 1 kV/cm. A fit over such fields would give less than $2/3$ even for this ideal model.

These parameters lie in the rough regime of lead-based perovskite relaxors, which have nanometre-sized polar regions and freeze at temperatures of order 200 K. With a spacing of 5 nm and a relative permittivity of 1000, the dipolar energy of two regions, $p^2/(4\pi\epsilon_0\epsilon_r d^3)$, is $0.76J$. In the model, however, $J$ is the root of the summed squares of one region's couplings to all others. For dipoles along a cube axis of a simple cubic lattice with this spacing, that sum gives a dipolar energy of $2.8J$, so the chosen scales agree only in order of magnitude. The permittivity of such materials near its maximum can be roughly ten times larger; this would reduce both that energy and the charge fields considered next. One assumption that is clearly broken is the absence of random fields, since cations of different charge are distributed irregularly. One elementary charge at 5 nm produces an rms field of 0.333 kV/cm along a given axis, comparable with the applied field. Charges of random sign on all other sites of a simple cubic lattice with this spacing would give 1.35 kV/cm at a site, since $\sum r^{-4}=16.53$ in units of the spacing. The cations themselves are only about 0.4 nm apart. If excess charges $-2e$ and $+e$ occupied one third and two thirds of such sites without correlation, the rms field averaged over one region would be about 130 kV/cm at a permittivity of 1000, far above the applied field; local charge compensation would reduce it by an amount not estimated here. The single-charge value used below therefore only illustrates the effect. In a real material the random field may be much larger, and the shift caused by the applied field correspondingly smaller.

A Gaussian random field of rms energy $\Delta$ adds $d=(\beta\Delta)^2$ to the variance of $x$, which becomes $w=u+d$. The $q$ equation is now $t^2(w-d)=w+b-2w^2+\frac{17}{3}w^3$, and the stability condition is $t^2=1-2w+7w^2$. To leading order their difference gives $b+d=\frac43w^3$ with $w\simeq\tau$, hence
\begin{equation}
\tau^3\simeq\frac34\,\frac{h^2+\Delta^2}{J^2}.
\end{equation}
For $h\ll\Delta$ the extra depression due to the applied field is quadratic in it, and the $2/3$ law is lost. In the example, the random field alone lowers $T_f$ to 172.30 K. Applying 0.5 kV/cm then lowers it by 12.18 K, a third of the 35.73 K found without disorder in the fields. Between 0.05 and 0.1 kV/cm the exponent of this extra shift is 1.967.

Other omissions, each changed alone at 0.5 kV/cm without random fields, also matter. A mean coupling $J_0/N$ per pair replaces $h$ by $h+J_0\langle s\rangle$; for $J_0=0.5J$ the depression rises to 52.50 K. If the field acting on a region is the cavity field, larger by $3\epsilon_r/(2\epsilon_r+1)=1.499$, it is 45.71 K. If each dipole has eight $\langle111\rangle$ orientations and the coupling is $-J_{ij}\mathbf S_i\cdot\mathbf S_j$ with $\mathbf S=(\pm1,\pm1,\pm1)$, the energy separates into three Ising glasses. Each has moment $p/\sqrt3$. A field along $[111]$ then gives an effective $h/3$ and a depression of 17.90 K. A field along $[100]$ gives 25.38 K for the component along it, while the two transverse components still freeze at 200 K.

A measurement at finite frequency adds an offset. With the Vogel-Fulcher form $f=f_0\exp[-T_a/(T-T_f)]$ and assumed values $T_a=500$ K, $f_0=10^{12}$ Hz and $f=1$ kHz, apparent freezing lies $500/\ln10^9=24.1$ K above $T_f$, if the temperature at which the relaxation time of this empirical form diverges is identified with the $T_f$ of the model. This offset cancels from a field-induced difference if $T_a$ and $f_0$ do not depend on the field. The infinite range of the couplings has not been sized: the calculation does not establish that a sharp line survives in three dimensions with couplings that decay with distance. The values for all fields are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Hessian, largest error, n=4,5: 1.3e-06
Monte Carlo at t=1.0, h/J=0.5, N=256
  q: simulated 0.284, theory 0.303
  chi_SG: simulated 1.262, theory 1.239
small-field exponent (h/J=1e-5 to 2e-5): 0.66655
amplitude at h/J=1e-4: 0.90796; limit 0.90856
next coefficient: -0.3349; limit -0.3333
u-series: b coefficient -5.920, t coefficient 2.973
T_f(0) = 200 K; J = 17.23 meV
region edge = 3 nm; polarization = 20 uC/cm2
spacing = 5 nm; relative permittivity = 1000
dipole moment p = 5.40e-27 C m
pair dipole energy / J = 0.76
E(kV/cm)  h/J   T_f(K)  drop(K)  leading(K)  two-term(K)
0.05  0.0098  191.81  8.19  8.31  8.19
0.10  0.0196  187.13  12.87  13.19  12.90
0.20  0.0391  179.89  20.11  20.94  20.21
0.50  0.0978  164.27  35.73  38.57  36.09
1.00  0.1956  145.73  54.27  61.22  54.97
local exponent 0.05 to 0.10 kV/cm: 0.653
local exponent 0.10 to 0.20 kV/cm: 0.644
local exponent 0.20 to 0.50 kV/cm: 0.627
local exponent 0.50 to 1.00 kV/cm: 0.603
At 0.5 kV/cm on the line: q=0.2060, r=0.0866, <s>=0.0950
longitudinal eigenvalue there: 0.3541
replicon at 1.05 T_f: 0.0247; at 0.95 T_f: -0.0263
Neglected effects at 0.5 kV/cm (bare drop 35.73 K):
random field, one charge at one spacing: 0.333 kV/cm rms
  T_f at E=0: 172.30 K; at E: 160.12 K; field shift 12.18 K
  exponent of field shift, 0.05 to 0.10 kV/cm: 1.967
mean coupling J0=0.5 J: drop 52.50 K
cavity-field factor 1.499: drop 45.71 K
eight orientations, E along [111]: drop 17.90 K
eight orientations, E along [100], component along E: drop 25.38 K
probe 1000 Hz, attempt rate 1e+12 Hz, activation 500 K:
  apparent freezing raised by 24.1 K (Vogel-Fulcher)
\end{verbatim}
